Natural convection and limiting current at a vertical copper cathode, part 1

(Sections cited here and not found follow in the second part.)

## First half: from ion transport to the similarity equations

A flat vertical copper cathode of height H stands in a still solution of copper sulfate that contains no added acid. Copper ions are discharged at the plate, the solution beside it becomes poorer in salt and therefore lighter, and the density difference sets the liquid in motion. No pump or stirrer acts. The task is to find the motion, the concentration field and the largest current that transport can sustain, and to find how that current changes with the height of the plate and with the concentration difference across the layer.

The coordinate x runs upward from the lower edge of the plate and y runs horizontally from the plate into the solution. The velocity components along x and y are u and v. The plate is wide, so nothing depends on the third direction. The salt concentration is c, equal to c_b far away and to c_w at the wall, and

Δc = c_b − c_w.

The state is steady, c_w is the same at every height, and the temperature is uniform. Diffusivities and viscosity are constants until part (h), where their variation is examined. Current densities i are quoted as positive magnitudes.

### (a) Ion transport

**Question.** Each ion moves by diffusion, by migration in the electric field and with the liquid. Show that the salt nevertheless obeys a single diffusion equation, and find the current density in terms of the concentration gradient at the wall.

**Solution.** Copper and sulfate ions carry charges +2 and −2. Outside the very thin charged layer at the electrode the solution is taken as electrically neutral, so both ions have the same concentration c. Let Φ be the electric potential multiplied by F/(RT), where F is the Faraday constant, R the gas constant and T the temperature. For a dilute solution the fluxes are

N₊ = −D₊(∇c + 2c∇Φ) + c**v**

N₋ = −D₋(∇c − 2c∇Φ) + c**v**.

The migration terms have opposite signs because the charges do. In a steady state without reactions in the liquid, each flux has zero divergence. The liquid is nearly incompressible, so ∇·**v** = 0 and ∇·(c**v**) = **v**·∇c. With the abbreviation M = ∇·(c∇Φ), the two balances become

**v**·∇c = D₊(∇²c + 2M)

**v**·∇c = D₋(∇²c − 2M).

Divide the first by D₊, the second by D₋, and add. The unknown M cancels:

(1/D₊ + 1/D₋) **v**·∇c = 2∇²c.

Hence

**v**·∇c = D∇²c, with D = 2D₊D₋/(D₊ + D₋).   (1)

The field couples the two ions so that they spread together, with a diffusivity that lies between their separate ones.

At the wall the liquid is at rest, apart from a small effect of deposition considered in part (h). Sulfate does not react, so its flux normal to the wall vanishes:

0 = −D₋(∂c/∂y − 2c ∂Φ/∂y), so 2c ∂Φ/∂y = ∂c/∂y.

Inserting this into the copper flux gives

N₊,y = −D₊(∂c/∂y + ∂c/∂y) = −2D₊ ∂c/∂y.

The concentration rises away from the cathode, so the flux is negative: copper moves towards the plate. Two electrons are consumed for each ion, and therefore

i = 2F · 2D₊ (∂c/∂y) at y = 0.   (2)

Migration doubles the copper flux that diffusion with D₊ would supply alone. The same result can be written with the transference number t₊, the fraction of the current that copper ions carry in a uniform solution. The two ions have equal concentrations and equal charge magnitudes, so their shares of the current are proportional to D₊ and D₋:

t₊ = D₊/(D₊ + D₋), 1 − t₊ = D₋/(D₊ + D₋).

Dividing D by 1 − t₊ gives

D/(1 − t₊) = [2D₊D₋/(D₊ + D₋)] · [(D₊ + D₋)/D₋] = 2D₊.

Equation (2) is thus also

i = [2FD/(1 − t₊)] (∂c/∂y) at y = 0.   (3)

The limiting current is approached when c_w becomes very small compared with c_b, so that Δc → c_b. The sulfate condition then reads ∂Φ/∂y = (1/2c) ∂c/∂y, and the field grows without bound as c_w → 0. The product c ∂Φ/∂y stays finite, so the current does too. Neutrality must fail very close to a wall at which c is strictly zero; the limiting current in this model is the value approached as c_w/c_b becomes small.

At the limiting current c_w is close to zero at every height, which justifies a uniform wall concentration. Below it, c_w generally varies with height. The results below then apply if c_w happens to be uniform, and they do not describe an arbitrary current below the limit.

### (b) The equations of the moving layer

**Question.** Find the equations for velocity and concentration in a layer much thinner than its height. State the direction of the flow.

**Solution.** Define the fractional depletion

φ = (c_b − c)/Δc.

It equals 1 at the wall and 0 far away. Over the range of concentrations in question the density is taken as linear,

ρ = ρ_b[1 + β(c − c_b)] = ρ_b(1 − βΔcφ),

where β > 0 because dissolved salt makes the solution heavier.

Let μ be the viscosity and ν = μ/ρ_b the kinematic viscosity. The vertical momentum balance is

ρ(u ∂u/∂x + v ∂u/∂y) = −∂p/∂x + μ(∂²u/∂x² + ∂²u/∂y²) − ρg.

Far from the plate the liquid is at rest, so the pressure there obeys ∂p/∂x = −ρ_b g. The next step is to show that this pressure gradient also acts inside the layer. Let U be a typical upward speed and δ the layer thickness. Continuity gives v of order Uδ/x. The viscous term in the horizontal momentum balance is then of order μv/δ² = μU/(xδ), and across the thickness δ it can produce a pressure difference of order μU/x. The vertical gradient of that difference is of order μU/x², which is smaller than the retained viscous term μU/δ² by (δ/x)². The inertia terms of the horizontal balance give a pressure difference of order ρUvδ/x = ρU²δ²/x². Its vertical gradient is smaller than the vertical inertia term ρU²/x by the same factor. Both are dropped in a thin layer.

With the outside pressure gradient inserted, pressure and weight combine to

−∂p/∂x − ρg = ρ_b g − ρg = ρ_b gβΔcφ.

This is positive, so depleted solution is pushed upward. The flow starts at the lower edge and thickens with height, which is why x is counted from there.

Two more approximations follow. The density is replaced by ρ_b everywhere except in the buoyancy force, which requires βΔc ≪ 1. The second derivatives along x are dropped beside those along y, since their ratio is of order (δ/x)². After division by ρ_b,

u ∂u/∂x + v ∂u/∂y = ν ∂²u/∂y² + gβΔcφ.   (4)

For the salt, insert c = c_b − Δcφ into equation (1). Every term acquires the factor −Δc, which cancels, and

u ∂φ/∂x + v ∂φ/∂y = D ∂²φ/∂y².   (5)

Continuity completes the set:

∂u/∂x + ∂v/∂y = 0.   (6)

The flow carries the salt, while the salt deficit drives the flow, so equations (4) and (5) must be solved together.

### (c) The scaling by balance of terms

**Question.** Without solving the equations, estimate the thickness of the layer and the dependence of the local current on x and Δc. When may the inertia of the liquid be neglected?

**Solution.** Let δ now denote the thickness of the region in which φ differs from zero, and U the speed there. Suppose that buoyancy is balanced by viscous friction. Equation (4) then gives

νU/δ² ~ gβΔc, so U ~ gβΔcδ²/ν.

In equation (5), transport along the plate competes with diffusion across the layer:

U/x ~ D/δ², so U ~ Dx/δ².

Equating the two speeds gives

gβΔcδ²/ν ~ Dx/δ², so δ⁴ ~ νDx/(gβΔc).

The thickness grows as x^(1/4) and shrinks as Δc^(−1/4). The concentration gradient at the wall is of order Δc/δ, and by equation (3) the local current density varies as

i(x) ∝ Δc/δ ∝ Δc^(5/4) x^(−1/4).

The concentration difference thus acts twice. One full power comes from the difference that drives diffusion. The additional quarter power comes from the stronger flow, which thins the layer. Greater height acts the other way: liquid arriving at the upper part of the plate has already been depleted below.

The neglected inertia term is of order U²/x. Its ratio to the viscous term is

(U²/x)/(νU/δ²) = Uδ²/(νx) ~ D/ν,

where the last step uses U ~ Dx/δ². The inverse of this ratio is the Schmidt number,

Sc = ν/D.

Inertia is therefore weak inside the concentration layer when Sc ≫ 1, as it is for salts in water. It cannot be dropped at all distances from the plate, however, as part (e) shows.

### (d) Reduction to ordinary differential equations

**Question.** Use the thickness found in (c) to turn equations (4) to (6) into ordinary differential equations. Keep the inertia terms.

**Solution.** The plate has no marked height between its lower edge and the point considered. This suggests profiles that keep their shape and are merely stretched as x grows. Choose

δ(x) = [4νDx/(gβΔc)]^(1/4), η = y/δ.   (7)

The factor 4 is a convention that makes the final equations simple. Continuity is satisfied by a stream function ψ with

u = ∂ψ/∂y, v = −∂ψ/∂x,

because the mixed derivatives cancel. The speed scale Dx/δ² multiplied by the thickness δ suggests

ψ = (4Dx/δ) f(η), φ = φ(η).   (8)

Primes denote derivatives with respect to η when they stand on f or φ. The following derivatives are needed. Since δ ∝ x^(1/4),

dδ/dx = δ/(4x)

∂η/∂y = 1/δ

∂η/∂x = −(y/δ²)(dδ/dx) = −η/(4x).

The prefactor of ψ changes with height as

d(4Dx/δ)/dx = 4D/δ − (4Dx/δ²)(δ/(4x)) = 4D/δ − D/δ = 3D/δ.

The velocity components follow:

u = (4Dx/δ²) f'   (9)

v = −(3D/δ) f − (4Dx/δ) f' · (−η/(4x)) = (D/δ)(ηf' − 3f).   (10)

Far out, where f' is small, v is negative if f is positive: fresh solution is drawn towards the plate to feed the rising layer.

For the salt equation,

u ∂φ/∂x = (4Dx/δ²) f' · φ' · (−η/(4x)) = −(D/δ²) ηf'φ'

v ∂φ/∂y = (D/δ)(ηf' − 3f) · φ'/δ = (D/δ²)(ηf'φ' − 3fφ').

The terms with ηf'φ' cancel in the sum, leaving −3(D/δ²)fφ'. The right side of equation (5) is (D/δ²)φ''. Dividing by D/δ² gives

φ'' + 3fφ' = 0.   (11)

For the momentum equation, write V = 4Dx/δ², so that u = Vf'. Its derivative is

dV/dx = 4D/δ² − (8Dx/δ³)(δ/(4x)) = 4D/δ² − 2D/δ² = 2D/δ².

Therefore

∂u/∂x = (2D/δ²) f' + Vf'' · (−η/(4x)) = (D/δ²)(2f' − ηf'')

∂u/∂y = (V/δ) f''.

The two inertia terms are

u ∂u/∂x = V(D/δ²)(2f'² − ηf'f'')

v ∂u/∂y = V(D/δ²)(ηf'f'' − 3ff'').

Again the terms containing η cancel, and the sum is V(D/δ²)(2f'² − 3ff''). The viscous term is ν(V/δ²)f'''. Dividing equation (4) by νV/δ² gives

(D/ν)(2f'² − 3ff'') = f''' + [gβΔcδ²/(νV)] φ.

The bracket is gβΔcδ⁴/(4νDx), which equals 1 by the definition (7). Moving the left side across gives

f''' + φ + (1/Sc)(3ff'' − 2f'²) = 0.   (12)

Neither x nor Δc appears in equations (11) and (12). A single pair of profiles therefore serves every height and every concentration difference at a given Schmidt number.

The algebra was tested with profiles that do not solve the equations, since the reduction must hold for any f and φ. The choice was f = η²/(1 + η) and φ = (1 + η/3)e^(−η), with ν = 3, D = 2/5 and gβΔc = 7 in arbitrary units. At the points (x, y) = (0.7, 0.4) and (2.3, 1.9), what remained of the partial differential equations agreed with the correctly scaled remainder of equations (11) and (12) to within one part in 10⁹ of one plus its magnitude.

## Second half: the current, an example and the limits of the law

The symbols carried over are these. Height above the lower edge is x, distance from the wall is y, and Δc is the bulk concentration c_b minus the wall concentration. The fractional depletion φ is 1 at the wall and 0 in the bulk. D is the salt diffusivity, D₊ and D₋ are the ion diffusivities, ν is the kinematic viscosity, β is the relative density increase per unit concentration, t₊ is the transference number of copper, and Sc = ν/D. The first half gave

δ = [4νDx/(gβΔc)]^(1/4), η = y/δ

u = (4Dx/δ²) f', v = (D/δ)(ηf' − 3f)

φ'' + 3fφ' = 0   (11)

f''' + φ + (1/Sc)(3ff'' − 2f'²) = 0   (12)

i = [2FD/(1 − t₊)] (∂c/∂y) at y = 0, with D/(1 − t₊) = 2D₊.   (3)

### (e) Boundary conditions and the limit of large Schmidt number

**Question.** State the boundary conditions. Find the problem that remains when Sc → ∞, and the order and sign of the leading correction to the velocity gradient.

**Solution.** At the wall both velocity components vanish and the depletion is complete in units of Δc:

f(0) = 0, f'(0) = 0, φ(0) = 1.

Far away φ → 0 and f' → 0. These five conditions match the combined order of equations (11) and (12).

For large Sc it is tempting to delete the last term of (12) everywhere. Then f''' = −φ, and outside the concentration layer f''' = 0. There f'' is constant and f' is a straight line, which cannot bend down to zero. The missing piece is a wider outer layer in which weak inertia has room to act. Let

η = √Sc ζ, f = √Sc F(ζ).

With derivatives of F taken in ζ, this gives f' = F', f'' = F''/√Sc and f''' = F'''/Sc. There is no depletion in the outer layer, so φ = 0, and multiplying (12) by Sc yields

F''' + 3FF'' − 2F'² = 0.

All terms now have the same order. The velocity falls to zero over a distance of order δ√Sc, much larger than δ. Seen from the inner layer, the velocity gradient at its outer edge is f'' = F''(0)/√Sc, which vanishes as Sc → ∞. The inner problem is therefore

f''' + φ = 0, φ'' + 3fφ' = 0   (13)

f(0) = f'(0) = 0, φ(0) = 1, φ(∞) = 0, f''(∞) = 0.

The sign of F''(0) follows from integrating the outer equation from 0 to ∞. To leading order F(0) = 0, and F' and F'' vanish far away. Integration by parts gives ∫FF''dζ = −∫F'²dζ, so

−F''(0) − 3∫F'²dζ − 2∫F'²dζ = 0, or F''(0) = −5∫F'²dζ < 0.

The outer liquid holds the inner layer back, with a relative effect of order Sc^(−1/2).

Problem (13) was solved numerically. The values needed are

−φ'(0) = 0.7110, f''(0) = 0.8245, f'(∞) = 0.5107.

A bound by hand shows that the first value is reasonable. Equation (11) integrates to φ' = φ'(0) exp(−3∫f dη), with the inner integral taken from 0 to η. Since φ' keeps one sign, φ falls steadily from 1 to 0. Integrating f''' = −φ inward from infinity gives f''(η) = ∫φ dη from η to ∞, which is largest at the wall. Hence f ≤ sη²/2, with s = f''(0). The total change of φ is −1, so

1 = −φ'(0) ∫exp(−3∫f dη)dη ≥ −φ'(0) ∫exp(−sη³/2)dη.

The last integral, from 0 to ∞, is Γ(4/3)(2/s)^(1/3). Therefore

−φ'(0) ≤ (s/2)^(1/3)/Γ(4/3) = 0.744/0.893 = 0.833.

The computed 0.711 respects this bound. The cube root in this expression describes a change in the strength of the buoyancy: the wall velocity gradient varies as δ⁻³ and the flux as δ⁻¹, so the flux follows the cube root of the gradient. A shear added at the outer edge of the layer acts differently. Solving (13) with a small nonzero f''(∞) gives a flux that varies as about the 0.7 power of f''(0).

The transport and flow equations have been reduced to a similarity problem, whose numerical solution for large Schmidt number gives the wall gradient −φ'(0) = 0.7110. It remains to obtain the limiting current and its scaling, evaluate them for a copper sulfate cell, and examine what the model leaves out.
